Choosing the domain length in Newton shooting for rotating-disc flow

In a rotating-disc reactor for epitaxy, a wafer carrier spins beneath a gas. Friction drags the gas round, the rotation flings it outwards, and fresh gas comes down from above to replace it. The layer in which this happens controls how reactants reach the wafer. In the simplest model the gas above has no upper end, but a numerical solution must stop at some height. This guide concerns that setting of a flow solver, the domain length L. How large must it be, and what does a generous value cost?

**The model behind the setting**

Let the disc be infinite and turn at angular velocity Ω. The flow is steady, laminar and axisymmetric, the density ρ and kinematic viscosity ν are constant, and there is no buoyancy or forced inflow. Let u, v and w be the radial, swirl and upward velocities. Define

x = z √(Ω/ν), u = rΩ F(x), v = rΩ G(x), w = √(νΩ) H(x).

A prime means d/dx, so ∂/∂z = √(Ω/ν) d/dx. Mass conservation, ∂u/∂r + u/r + ∂w/∂z = 0, becomes ΩF + ΩF + ΩH' = 0, or

H' = −2F.

The radial momentum equation is

u ∂u/∂r + w ∂u/∂z − v²/r = −(1/ρ) ∂p/∂r + ν(∂²u/∂r² + (1/r)∂u/∂r − u/r² + ∂²u/∂z²).

Since w depends on z alone, the axial equation makes ∂p/∂z a function of z alone. The pressure is therefore a function of z plus a function of r. Far above the disc F and G vanish, and the radial equation there leaves ∂p/∂r = 0. The r-dependent part is thus constant at every height. Because u is proportional to r, the viscous terms without z-derivatives cancel. The rest is

rΩ²(F² + HF' − G²) = rΩ² F''.

In the swirl equation, u ∂v/∂r and uv/r each give rΩ²FG, the axial transport gives rΩ²HG', and the viscous term gives rΩ²G''. Hence

F'' = F² − G² + HF'
G'' = 2FG + HG'.

The wall conditions are F = 0, G = 1, H = 0. Far away F and G tend to zero, while H tends to an unknown constant −c. The minus sign means flow towards the disc.

For deposition, the useful feature is that w does not depend on r. A dilute species with constant diffusivity D and concentration C(z) then obeys w dC/dz = D d²C/dz². With uniform values at the disc and far above, its flux to the disc is the same at every radius.

The combination W = F + iG shortens the analysis. Since W² = F² − G² + 2iFG,

W'' = W² + HW', H' = −2 Re W.

**What the solver does**

Integration from the wall needs two further numbers, p = (F'(0), G'(0)). For a trial p, the solver integrates to x = L and forms the residual

R(p, L) = (F(L), G(L)).

It then looks for R = 0. To first order R(p + δp) = R + J δp, where J is the derivative of R with respect to p. Setting this to zero gives the Newton step

J δp = −R.

The matrix J need not come from differences of nearby runs. Differentiate the flow equations with respect to one component of p and call the derivatives of F, G and H by the letters f, g and h. The product rule gives

f'' = 2Ff − 2Gg + hF' + Hf'
g'' = 2Gf + 2Fg + hG' + Hg'
h' = −2f.

These are the variational equations. At the wall f = g = h = 0. For the first component f' = 1 and g' = 0; for the second f' = 0 and g' = 1. The values of f and g at L form the two columns of J. Five first-order flow equations and ten variational ones are integrated together.

At L = 4, starting from (0.5, −0.6), the residual norms were 6.4×10⁻², 3.9×10⁻³, 6.9×10⁻⁶ and 4.1×10⁻¹¹. Yet the resulting slopes still differ from the long-domain values by 7.0×10⁻³. A small residual says that the problem on the chosen domain has been solved, not that the domain is long enough.

**How much length accuracy requires**

Let p* be the slopes for the infinite domain and p_L those for length L. Far from the disc W is small and H is close to −c, so to first order

W'' = −cW', with solution W = A + E e^(−cx).

The condition at infinity requires A = 0. The true solution therefore misses the condition imposed at L by E e^(−cL). One linear correction removes this miss:

p_L − p* ≈ −J⁻¹ E e^(−cL).

Here and below, a complex number stands for the pair of its real and imaginary parts when a matrix acts on it. Provided J⁻¹ stays bounded, which is shown in the next part, the truncation error falls as e^(−cL).

The sensitivity can also be found from one run. Since R(p_L, L) = 0 for every L, its total derivative with respect to L vanishes:

J dp_L/dL + (F'(L), G'(L)) = 0.

Differentiating the truncation law, with J treated as constant, gives dp_L/dL ≈ −c(p_L − p*). This supplies an error estimate:

p* − p_L ≈ (1/c) dp_L/dL.

At L = 8 the derivative is (1.0715×10⁻⁴, −6.442×10⁻⁵). Dividing by c = 0.88447 gives (1.211×10⁻⁴, −7.28×10⁻⁵). The actual distance to the reference root at L = 30 is (1.164×10⁻⁴, −7.27×10⁻⁵). The estimate is about 4 per cent high in the first component and much closer in the second. It costs one small linear solve, and at this length −H(L) can serve for c; on a much shorter domain it is too small.

The size of the error is C e^(−cL), with C = 0.156 determined at L = 12. For an error of 10⁻⁶,

L = ln(0.1561/10⁻⁶)/0.88447 = 11.958/0.88447 = 13.52.

A fresh solution at this length had an error of 9.98×10⁻⁷. Each further factor of ten costs ln 10/c = 2.60 units of L. These errors are absolute, in the dimensionless slopes, measured as the length of the two-component difference.

The inflow read at the top converges a little more slowly. A shift of p changes H(L) by an amount that grows in proportion to L, as shown below. The error of −H(L) as an estimate of c therefore behaves as L e^(−cL) at leading order. If the inflow is the wanted result, leave a margin for this factor.

**Why a long domain does not spoil the matrix**

Shooting over a long interval suggests exponentially growing sensitivities. The variational equations show that this does not happen to J at the solution. With S = f + ig they read

S'' = 2WS + hW' + HS'.

Far away W and W' decay as e^(−cx), and H tends to −c. What remains is

S'' + cS' = 0, so S = S∞ + B e^(−cx).

The sensitivity tends to a constant. From h' = −2f it follows that h grows as −2x Re S∞. The product hW' still decays, so the linear growth of h does not destroy the conclusion.

That product does set how fast the limit is reached. Its leading part is 2c Re(S∞) E x e^(−cx), because W' ≈ −cE e^(−cx). Try a correction αx² e^(−cx). Its first derivative is α(2x − cx²)e^(−cx) and its second is α(2 − 4cx + c²x²)e^(−cx), so S'' + cS' equals α(2 − 2cx)e^(−cx). Matching the terms in x gives

α = −E Re S∞.

The approach is as x² e^(−cx), slower than a pure exponential but still fast.

The numerical limit is

J∞ = [2.972, −6.293; 9.189, −0.086],

where the semicolon separates the F row from the G row. Its determinant is 57.6 and its condition number 1.73, so J∞ is invertible and well conditioned. The largest singular value is √(57.6 × 1.73) ≈ 10.0 and the smallest √(57.6/1.73) ≈ 5.8. On a long domain, a small integration error η in the residual therefore shifts the slopes by at most about η/5.8.

The largest change in J from L = 20 to 30 was 5.4×10⁻⁵. To compare this with the formula, E is needed. The roots at L = 12 and L = 30 differ by (−3.21×10⁻⁶, 2.10×10⁻⁶). Multiplying by −J∞ e^(12c) gives E ≈ 0.93 + 1.21i, within about half a per cent of the far-field amplitude of the infinite-domain solution, E = 0.925 + 1.202i. The leading correction at x = 20 is then at most 6.29 × 1.21 × 400 × e^(−17.69) ≈ 6.3×10⁻⁵. The largest element agrees to about 14 per cent. The omitted terms are smaller only by a factor of order 1/x, with sizeable coefficients: at x = 20 the four elements of J − J∞ are 0.64, 0.88, 1.28 and 0.86 times their leading terms.

**What a long domain does cost**

The cost appears at second order, in the quality of the starting values. Measure a start by its far-field miss,

s = J∞(p − p*),

read as a complex number. It is the constant value to which F + iG would settle if the linear theory held. Now expand W about the solution as W* + S + Q, with Q quadratic in the displacement, and H as H* + h + q. Collecting second-order terms gives

Q'' = S² + 2W*Q + H*Q' + hS' + qW*'.

Far away S tends to s, while the terms containing W*, S' and W*' decay exponentially apart from powers of x. Thus

Q'' + cQ' = s², so Q' → s²/c,

and Q(L) = s²(L/c + k). The number k depends on the direction of s in the complex plane, but not on its size or, at large L, on L.

This growth enters Newton's method directly. Let e = p − p_L, and neglect the exponentially small difference between p_L and p*. The residual at the start is s + Q. The Jacobian at the start, J(p), acting on e, gives s + 2Q, because a quadratic form differentiated along its own argument doubles. The error after one step is

e − J(p)⁻¹(s + Q) = J(p)⁻¹(s + 2Q − s − Q) = J(p)⁻¹Q.

At leading order J(p) may now be replaced by J∞, so the new miss is

s_new = Q = s²(L/c + k).

The factor K = L/c + k was measured from actual Newton steps. For a real initial miss its real part rose from 8.380 at L = 16 to 17.405 at L = 24. The slope is 9.025/8 = 1.128, against 1/c = 1.131. For a miss at an angle of 1 radian the slope was 1.129. The constant is not small: for the real miss, 8.38 − 16/0.88447 = −9.7 in the real part. At these lengths the growth rate of K is well described by 1/c, but K itself is not well described by L/c.

For sufficiently small s the iteration still converges quadratically. Taken alone, the quadratic term would let a step reduce the miss when |s| < 1/|K|, a bound that approaches c/L when L is large. This gives only the scale of the admissible miss. For negative real s the limit is tighter, as the next part shows.

**The dangerous side**

For a miss comparable with c/L the quadratic expansion is no longer enough, but the outer flow can be solved in another way. Take s real and G negligible. Then F is of order 1/L and varies over a distance of order L. The terms F² and HF' are of order 1/L², while F'' is of order 1/L³ and can be dropped. With H negative,

|H|F' = F², |H|' = 2F.

Divide the first equation by |H|F and use the second:

F'/F = F/|H| = |H|'/(2|H|).

Integration gives F = s√(|H|/c), since at the bottom of this outer region F ≈ s and |H| ≈ c. Put |H| = cm². Then |H|' = 2cmm' must equal 2F = 2sm, so m' = s/c and m = 1 + sx/c. Therefore

F(L) = s(1 + sL/c), dF(L)/ds = 1 + 2sL/c.

The derivative vanishes at

s = −c/(2L).

A small swirl does not remove this zero. Dropping G'' in the same way gives |H|G' = 2FG, hence G'/G = |H|'/|H|, and G is proportional to |H|. It is multiplied by m² = 1/4 at the singular point, which is not zero, and it changes F only at second order. The Jacobian therefore loses rank through its radial part. Physically, outer gas with a slightly negative F moves inwards and weakens the downward flow with height. At the singular point the flow at the top has fallen to |H| = c/4.

A search for the zero of det J found s = −0.011487, −0.005627 and −0.002788 at L = 40, 80 and 160. Multiplied by L/c these are −0.520, −0.509 and −0.504, approaching −1/2. The constant k should not simply be inserted here to improve the formula, because cubic terms in s contribute at the same order when s is of order 1/L.

In this outer model, write σ = sL/c. The Newton step is

δσ = −σ(1 + σ)/(1 + 2σ), so σ_new = σ²/(1 + 2σ).

For positive σ the new value is positive and less than σ/2, so the model iteration converges. For σ between −1/2 and 0 the step points towards the root, but it always overshoots to the positive side, because σ_new is positive. Between −1 and −1/2 it points away. These statements hold within the model. In the full equations a large overshoot need not return: at L = 40 a start at σ = −0.5, just short of the singular point at −0.52, jumps to σ ≈ 5.5 and does not come back to the wanted root.

At L = 40, starts at 0.8 and 1.2 times the singular miss test this. Taking σ = −0.4 and −0.6, the model predicts δσ = +1.2 and −1.2. Multiplication by c/L gives changes in the miss of ±0.0265. The actual Newton steps gave +0.0248 and −0.0223, with the predicted change of direction.

The model also has a zero at σ = −1, but there m and |H| vanish at the top. Since G is proportional to m² and m is linear in x, G'' stays constant while |H|G' falls as m³, so the neglect of G'' is unjustified. The argument alone settles nothing there, but the full finite-domain problem does have a second root nearby. At L = 40 it lies at p = (0.510555, −0.612410), or σ ≈ −0.96 + 0.12i, with H(L) ≈ 0.001 instead of −c, and Newton's method started at σ = −0.62 or −0.5 converges to it. Its G'(0) differs from the wanted value by only 0.0035 and its residual vanishes just as well. A root reached from a distant start should therefore be checked by comparing −H(L) with c and the slopes with those found by continuation.

In terms of the slopes the margin is narrow. At L = 40 the singular point lies at p* + J∞⁻¹(−0.011487, 0). The second component of this displacement is 0.011487 × 9.189/57.57 = 0.0018, and the first is about a hundred times smaller. An error of +0.002 in G'(0), with F'(0) correct, is thus enough to cross it; an error of the opposite sign leads away from the singular point, though not without limit: starts at −0.002 and −0.01 converge, while one at −0.03 fails.

**Choosing the setting**

First solve on a short domain, such as L = 4, where the start (0.5, −0.6) converged. Then use each root as the start for the next longer domain. The sequence 4, 6, 8, 10, 12, 16, 20, 24, 30 converged throughout.

The size of a safe jump can be estimated. A root from length L₁ has far-field miss

s ≈ −E e^(−cL₁), with |E| ≈ 1.52.

Since Re E is positive, the real part of this miss is negative. Its imaginary part is larger, however, so the value −c/(2L) found for real s does not apply directly; along this direction det J at L = 40 first changes sign at |s|L/c between 1.55 and 1.7. A cautious rule is to keep |s|L₂/c below 0.1 for the new length L₂. From L₁ = 8, |s| is about 1.3×10⁻³, which allows L₂ up to about 0.1 × 0.884/0.0013 ≈ 70. From L₁ = 4 the root is too rough for a direct jump to 40: its miss is about −0.032 − 0.062i, so |s|L₂/c ≈ 3.2, some thirty times the cautious bound, and the jump fails. From the same start a jump to 12 also fails, and a jump to 20 converges to a wrong root, p = (0.510638, −0.608951) with H(L) ≈ +0.06.

Next choose the target error and extend L until |dp_L/dL|/c falls below it. Keep the integration error smaller still. Once truncation is below the integration error, extra length brings no useful accuracy in the slopes and makes direct starts more delicate. If Newton's method fails on a long domain, improve the start by continuation before suspecting the matrix at the solution.

**A worked case in physical lengths**

In atomic units ħ = 1, so Ω is an energy, ν an energy times length squared, and a speed an energy times length. The flow is classical, and ħ cancels from every length. Take round model parameters ħΩ = 5×10⁻¹⁴ eV and ħν = 10 eV Å². The viscous length is

√(ν/Ω) = √(10/(5×10⁻¹⁴)) Å = 1.414×10⁷ Å.

The swirl falls to one per cent of the disc value at x = 5.415, which is 5.415 × 1.414×10⁷ Å = 7.66×10⁷ Å, or 7.66 mm. The domain for a slope error of 10⁻⁶ has height 13.52 × 1.414×10⁷ Å = 1.91×10⁸ Å, about 2.5 times as far. The visible edge of the layer is therefore a poor guide to the length needed for accurate slopes.

The inflow speed far above the disc, multiplied by ħ, is

c√(10 × 5×10⁻¹⁴) eV Å = 0.88447 × 7.071×10⁻⁷ eV Å = 6.25×10⁻⁷ eV Å,

which corresponds to 0.095 m/s towards the disc.

If the solver asks for a physical height, remember that it scales as √(ν/Ω). Halving the rotation rate requires a domain √2 times higher for the same accuracy.

**Where the guidance stops**

The collocation check at L = 12 reproduced both wall slopes to 3×10⁻¹², which supports the numerical solution of this model, not its description of a particular reactor. A hot carrier changes the gas density and viscosity with height and causes buoyancy. The laminar flow itself becomes unstable beyond a radius of roughly 290 viscous lengths, about 0.4 m in the worked case. A finite disc has an edge, a real chamber has a lid, and a showerhead may impose an inflow different from the one the disc draws. Each changes the equations or the outer conditions, so c, E and J∞ must be found again. If the modified outer flow does not approach a steady downward stream with F = G = 0, the exponential truncation law and the −c/(2L) estimate must be derived anew. The remaining checks and values are in the numerical output.

Values computed for the example and the checks

```
Quantities without a unit are dimensionless
Newton history at L = 4: F'(0), G'(0), residual norm
  0: 0.50000000 -0.60000000 6.36e-02
  1: 0.50290047 -0.61411988 3.85e-03
  2: 0.50350524 -0.61395608 6.94e-06
  3: 0.50350572 -0.61395756 4.08e-11
Roots: L, F'(0), G'(0), distance from L = 30 root
  4: 0.50350572 -0.61395756 7.01e-03
  8: 0.51011626 -0.61584928 1.37e-04
  12: 0.51022941 -0.61591991 3.84e-06
  16: 0.51023253 -0.61592195 1.11e-07
  20: 0.51023262 -0.61592201 3.23e-09
Reference L = 30: 0.51023262 -0.61592201
c = -H(30): 0.88447411
Largest Jacobian finite-difference gap: 4.4e-07
Largest collocation gap at L = 12: 2.8e-12
dp/dL at L = 8: 1.07150e-04 -6.44199e-05
Same from neighbouring roots: 1.07157e-04 -6.44233e-05
Measured truncation decay rate: 0.88515
Truncation prefactor: 0.1561
L predicted for error 1e-06: 13.520
Error found at that L: 9.981e-07
Limiting J, F row: 2.97206 -6.29324
Limiting J, G row: 9.18869 -0.08578
Limiting det J: 57.57169
Condition number of limiting J: 1.7300
Largest change of J from L = 20 to 30: 5.4e-05
Growth of dH/dp per L: -5.94413 12.58647
Predicted quadratic-constant slope 1/c: 1.13062
Miss angle 0.0 rad: K(16) = 8.3795-3.9329j
  K(24) = 17.4052-3.9558j, slope = 1.12821-0.00287j
Miss angle 1.0 rad: K(16) = 9.5699+1.0047j
  K(24) = 18.6038+1.0108j, slope = 1.12924+0.00075j
Singular J: L, far-field miss, miss times L/c
  40: -0.011487 -0.51952
  80: -0.005627 -0.50895
  160: -0.002788 -0.50434
Slope of c/|miss|, L 40-80: 2.00483
Slope of c/|miss|, L 80-160: 2.00075
Newton miss change at 0.8 singular miss: 0.02483
Newton miss change at 1.2 singular miss: -0.02227
Input hbar Omega: 5.0e-14 eV
Input hbar nu: 10.0 eV angstrom^2
Viscous length: 1.41421e+07 angstrom
Scaled height where G = 0.01: 5.41487
One-percent swirl height: 7.65778e+07 angstrom
  converted: 7.6578 mm
hbar times inflow speed: 6.25418e-07 eV angstrom
  inflow speed converted: 0.09502 m/s
```
